# What mean triplet energy gives a 43 Hz coupling in HD?: a program that tests the result

```python
"""Closure estimate of the Fermi contact coupling in HD.

Result under test:  h J = C_p C_d |Psi(A,B)|^2 / dE
  C_N      = (2 mu0/3) g_e mu_B g_N mu_N, contact constant of nucleus N
  Psi(A,B) = singlet spatial function, electron 1 at nucleus A, 2 at B
  dE       = mean triplet excitation energy
The spin energy is h J I_p.I_d with dimensionless spins.  Lengths are in
bohr and energies in hartree unless a label says otherwise.
The closure result is compared with a full triplet response calculation.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import dblquad
from scipy.optimize import minimize_scalar
from scipy.sparse.linalg import eigsh
from pyscf import gto, ao2mo

R = 1.4
J_TARGET = 43.0
pc = sc.physical_constants
HARTREE = pc['Hartree energy'][0]
BOHR = pc['Bohr radius'][0]
EV = HARTREE / sc.e


# ---------- contact constants ----------
def contact_constant(g_nucleus):
    """Contact constant in J m^3."""
    g_e = abs(pc['electron g factor'][0])
    return (2 * sc.mu_0 / 3 * g_e * pc['Bohr magneton'][0]
            * g_nucleus * pc['nuclear magneton'][0])


C_p = contact_constant(pc['proton g factor'][0])
C_d = contact_constant(pc['deuteron g factor'][0])
# J in Hz when |Psi(A,B)|^2 = 1 bohr^-6 and dE = 1 hartree
SCALE = C_p * C_d / (sc.h * HARTREE * BOHR**6)
hyperfine_MHz = C_p / (np.pi * BOHR**3) / sc.h / 1e6
# rough size of the hydrogen ground-state hyperfine frequency: 1.4 GHz
assert abs(hyperfine_MHz / 1400 - 1) < 0.03


# ---------- spin factor and sign from explicit diagonalization ----------
def spin_matrices(j):
    m = np.arange(j, -j - 1, -1)
    up = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(up + up.T) / 2, (up - up.T) / 2j, np.diag(m)]


def embed(matrix, place, dims=(2, 2, 2, 3)):
    out = np.eye(1)
    for k, d in enumerate(dims):
        out = np.kron(out, matrix if k == place else np.eye(d))
    return out


s1, s2, Ip, Id = [[embed(m, k) for m in spin_matrices(j)]
                  for k, j in enumerate((0.5, 0.5, 0.5, 1.0))]


def dot(u, v):
    return sum(x @ y for x, y in zip(u, v))


gap, k_p, k_d = 1.0, 1.0e-3, 0.7e-3
levels = np.linalg.eigvalsh(gap * dot(s1, s2) + k_p * dot(s1, Ip)
                            + k_d * dot(s2, Id))[:6]
# I_p.I_d is -1 in the doublet and +1/2 in the quartet
J_spin_model = (levels[2:].mean() - levels[:2].mean()) / 1.5
# one electron per nucleus: squared pair amplitude carries a factor 1/2
J_spin_closure = k_p * k_d * 0.5 / gap
assert abs(J_spin_model / J_spin_closure - 1) < 5e-3


# ---------- simple two-electron functions ----------
def overlap(zeta):
    w = zeta * R
    return np.exp(-w) * (1 + w + w * w / 3)


def amplitude_HL(zeta):
    return (zeta**3 / np.pi * (1 + np.exp(-2 * zeta * R))
            / np.sqrt(2 * (1 + overlap(zeta)**2)))


def amplitude_MO(zeta):
    return (zeta**3 / np.pi * (1 + np.exp(-zeta * R))**2
            / (2 * (1 + overlap(zeta))))


COEF_HL = np.array([[0.0, 1.0], [1.0, 0.0]])
COEF_MO = np.ones((2, 2))


def make_molecule(shells):
    return gto.M(atom=[['H', (0, 0, 0)], ['H', (0, 0, R)]], unit='Bohr',
                 basis={'H': shells}, verbose=0)


# six-Gaussian fit of a 1s orbital, rescaled from exponent 1.24 to zeta
STO6 = gto.basis.load('sto-6g', 'H')[0][1:]


def sto_molecule(zeta):
    return make_molecule(
        [[0] + [[e * (zeta / 1.24)**2, c] for e, c in STO6]])


def simple_energy(zeta, coef):
    mol = sto_molecule(zeta)
    s = mol.intor('int1e_ovlp')
    h = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
    g = mol.intor('int2e', aosym='s1').reshape(2, 2, 2, 2)
    norm = np.einsum('pq,rs,pr,qs', coef, coef, s, s)
    one = 2 * np.einsum('pq,rs,pr,qs', coef, coef, h, s)
    two = np.einsum('pq,rs,prqs', coef, coef, g)
    return (one + two) / norm + 1 / R


best = {}
for name, coef in (('HL', COEF_HL), ('MO', COEF_MO)):
    fit = minimize_scalar(simple_energy, bounds=(0.9, 1.5), args=(coef,),
                          method='bounded', options={'xatol': 1e-5})
    assert 0.95 < fit.x < 1.45
    best[name] = (fit.x, fit.fun)
z_HL, E_HL = best['HL']
z_MO, E_MO = best['MO']

for zeta, coef, closed in ((z_HL, COEF_HL, amplitude_HL),
                           (z_MO, COEF_MO, amplitude_MO)):
    # overlap by quadrature in prolate spheroidal coordinates
    S_num = 2 * zeta**3 * (R / 2)**3 * dblquad(
        lambda eta, xi: np.exp(-zeta * R * xi) * (xi**2 - eta**2),
        1, 40, -1, 1)[0]
    assert abs(S_num - overlap(zeta)) < 1e-6
    assert abs(sto_molecule(zeta).intor('int1e_ovlp')[0, 1] - S_num) < 2e-3
    s = np.array([[1, S_num], [S_num, 1]])
    norm = np.einsum('pq,rs,pr,qs', coef, coef, s, s)
    at_A = np.sqrt(zeta**3 / np.pi) * np.exp(-zeta * np.array([0, R]))
    direct = at_A @ coef @ at_A[::-1] / np.sqrt(norm)
    assert abs(direct / closed(zeta) - 1) < 1e-5

P_HL, P_MO = amplitude_HL(z_HL)**2, amplitude_MO(z_MO)**2
P_HL_free = amplitude_HL(1.0)**2


def needed_energy(pair_density):
    return SCALE * pair_density / J_TARGET


# ---------- full two-electron treatment in a Gaussian basis ----------
def orthonormal_integrals(shells):
    mol = make_molecule(shells)
    val, vec = np.linalg.eigh(mol.intor('int1e_ovlp'))
    keep = val > 1e-7
    X = vec[:, keep] / np.sqrt(val[keep])
    h = X.T @ (mol.intor('int1e_kin') + mol.intor('int1e_nuc')) @ X
    n = X.shape[1]
    g = ao2mo.incore.full(mol.intor('int2e', aosym='s8'), X, compact=False)
    at_nuclei = mol.eval_gto('GTOval_sph',
                             np.array([[0, 0, 0], [0, 0, R]], float)) @ X
    return h, g.reshape(n, n, n, n), at_nuclei


def pair_hamiltonian(h, g, sign):
    """Spatially symmetric (+1, singlet) or antisymmetric (-1, triplet)."""
    n = len(h)
    p, q = np.triu_indices(n, 0 if sign > 0 else 1)
    one = np.eye(n)

    def block(r, s):
        return (h[np.ix_(p, r)] * one[np.ix_(q, s)]
                + one[np.ix_(p, r)] * h[np.ix_(q, s)]
                + g[p[:, None], r[None, :], q[:, None], s[None, :]])

    norm = np.where(p == q, np.sqrt(0.5), 1.0)
    return (block(p, q) + sign * block(q, p)) * np.outer(norm, norm), p, q


def full_response(h, g, at_nuclei):
    n = len(h)
    H_s, p, q = pair_hamiltonian(h, g, +1)
    val, vec = eigsh(H_s, k=1, sigma=-2.0)
    E0, c = val[0], vec[:, 0]
    C = np.zeros((n, n))
    C[p, q] = C[q, p] = np.where(p == q, c, c * np.sqrt(0.5))
    H_t, p, q = pair_hamiltonian(h, g, -1)
    sources = []
    for f in at_nuclei:
        d = C @ f
        sources.append(np.sqrt(2) * (f[p] * d[q] - d[p] * f[q]))
    vA, vB = sources
    both = np.column_stack([vA + vB, vA - vB])
    solved = np.linalg.solve(H_t - E0 * np.eye(len(H_t)), both)
    gerade, ungerade = np.sum(both * solved, axis=0)
    val, vec = eigsh(H_t, k=1, sigma=-2.0)
    low = vec[:, 0]
    return dict(E=E0 + 1 / R, P=(at_nuclei[0] @ C @ at_nuclei[1])**2,
                plus=ungerade / 8, minus=-gerade / 8,
                reduced_J=(ungerade - gerade) / 8,
                lowest=val[0] - E0,
                lowest_J=-0.5 * (low @ vA) * (low @ vB) / (val[0] - E0),
                low_g=abs(low @ (vA + vB)), low_u=abs(low @ (vA - vB)),
                ionization=np.linalg.eigvalsh(h)[0] - E0, size=n)


# response formula against finite-field energies in a small basis
h, g, at = orthonormal_integrals([[0, [a, 1.0]] for a in (0.15, 0.6, 2.4, 9.6)])
small = full_response(h, g, at)
n = len(h)
repulsion = g.transpose(0, 2, 1, 3).reshape(n * n, n * n)


def field_energy(a, b):
    """Electron 1 has spin up and electron 2 spin down."""
    W = a * np.outer(at[0], at[0]) + b * np.outer(at[1], at[1])
    H = (np.kron(h + W / 2, np.eye(n)) + np.kron(np.eye(n), h - W / 2)
         + repulsion)
    return np.linalg.eigvalsh(H)[0]


t = 1e-3
mixed = (field_energy(t, t) - field_energy(t, -t) - field_energy(-t, t)
         + field_energy(-t, -t)) / (4 * t * t)
assert abs(mixed / small['reduced_J'] - 1) < 2e-3


def large_basis(number_of_s):
    return ([[0, [0.06 * 3.0**k, 1.0]] for k in range(number_of_s)]
            + [[1, [a, 1.0]] for a in (0.25, 0.9, 3.2)] + [[2, [1.0, 1.0]]])


results = {m: full_response(*orthonormal_integrals(large_basis(m)))
           for m in (12, 14)}
first, ref = results[12], results[14]
J_ref = SCALE * ref['reduced_J']
dE_ref = ref['P'] / ref['reduced_J']

# the s-function limit is approached slowly because Gaussians lack a cusp
assert abs(first['reduced_J'] / ref['reduced_J'] - 1) < 0.04
assert abs(first['P'] / ref['P'] - 1) < 0.04
# separate symmetry parts have opposite signs and grow with steep functions
assert ref['plus'] > 1.5 * first['plus'] > 0
assert ref['minus'] < 1.5 * first['minus'] < 0
# the lowest triplet is ungerade and raises J
assert ref['low_g'] < 1e-5 * ref['low_u'] and ref['lowest_J'] > 0
assert ref['E'] < E_HL < E_MO
assert needed_energy(P_HL) > ref['lowest']

# ---------- printed results ----------
print(f"internuclear distance R = {R:.2f} bohr")
print(f"target coupling = {J_TARGET:.1f} Hz")
print(f"proton g factor = {pc['proton g factor'][0]:.5f}")
print(f"deuteron g factor = {pc['deuteron g factor'][0]:.5f}")
print(f"hydrogen atom hyperfine frequency from C_p = {hyperfine_MHz:.1f} MHz")
print(f"coupling scale C_p C_d/h = {SCALE:.2f} Hz hartree bohr^6")
print(f"spin model: J diagonalized / J closure = "
      f"{J_spin_model / J_spin_closure:.5f}")
for name, z, E, P in (('Heitler-London', z_HL, E_HL, P_HL),
                      ('molecular orbital', z_MO, E_MO, P_MO)):
    d = needed_energy(P)
    print(f"{name}: optimized exponent = {z:.4f} bohr^-1")
    print(f"{name}: total energy = {E:.4f} hartree")
    print(f"{name}: overlap S = {overlap(z):.4f}")
    print(f"{name}: Psi(A,B) = {np.sqrt(P):.4f} bohr^-3")
    print(f"{name}: |Psi(A,B)|^2 = {P:.5f} bohr^-6")
    print(f"{name}: needed dE = {d:.3f} hartree = {d * EV:.1f} eV")
    print(f"{name}: J if dE were the lowest triplet energy = "
          f"{SCALE * P / ref['lowest']:.1f} Hz")
print(f"Heitler-London, exponent 1: |Psi(A,B)|^2 = {P_HL_free:.5f} bohr^-6")
print(f"Heitler-London, exponent 1: needed dE = "
      f"{needed_energy(P_HL_free):.3f} hartree")
for m, r in results.items():
    tag = f"full CI, {m} s per atom"
    print(f"{tag}: number of orbitals = {r['size']}")
    print(f"{tag}: total energy = {r['E']:.5f} hartree")
    print(f"{tag}: |Psi(A,B)|^2 = {r['P']:.5f} bohr^-6")
    print(f"{tag}: contact J from full response = "
          f"{SCALE * r['reduced_J']:.2f} Hz")
    print(f"{tag}: ungerade part of J = {SCALE * r['plus']:.0f} Hz")
    print(f"{tag}: gerade part of J = {SCALE * r['minus']:.0f} Hz")
    print(f"{tag}: effective dE = {r['P'] / r['reduced_J']:.3f} hartree")
print(f"reference effective dE = {dE_ref * EV:.1f} eV")
print(f"reference |Psi(A,B)|^2 with J = 43 Hz: needed dE = "
      f"{needed_energy(ref['P']):.3f} hartree")
print(f"lowest vertical triplet energy = {ref['lowest']:.3f} hartree"
      f" = {ref['lowest'] * EV:.1f} eV")
print(f"lowest triplet contribution to J = {SCALE * ref['lowest_J']:.1f} Hz")
print(f"vertical ionization energy = {ref['ionization']:.3f} hartree")
print(f"finite-field J / response J, small basis = "
      f"{mixed / small['reduced_J']:.6f}")
print("all tests passed")
```

It prints:

```
internuclear distance R = 1.40 bohr
target coupling = 43.0 Hz
proton g factor = 5.58569
deuteron g factor = 0.85744
hydrogen atom hyperfine frequency from C_p = 1422.8 MHz
coupling scale C_p C_d/h = 466.14 Hz hartree bohr^6
spin model: J diagonalized / J closure = 1.00128
Heitler-London: optimized exponent = 1.1695 bohr^-1
Heitler-London: total energy = -1.1387 hartree
Heitler-London: overlap S = 0.6868
Heitler-London: Psi(A,B) = 0.3080 bohr^-3
Heitler-London: |Psi(A,B)|^2 = 0.09487 bohr^-6
Heitler-London: needed dE = 1.028 hartree = 28.0 eV
Heitler-London: J if dE were the lowest triplet energy = 113.5 Hz
molecular orbital: optimized exponent = 1.1896 bohr^-1
molecular orbital: total energy = -1.1279 hartree
molecular orbital: overlap S = 0.6789
molecular orbital: Psi(A,B) = 0.2256 bohr^-3
molecular orbital: |Psi(A,B)|^2 = 0.05091 bohr^-6
molecular orbital: needed dE = 0.552 hartree = 15.0 eV
molecular orbital: J if dE were the lowest triplet energy = 60.9 Hz
Heitler-London, exponent 1: |Psi(A,B)|^2 = 0.03638 bohr^-6
Heitler-London, exponent 1: needed dE = 0.394 hartree
full CI, 12 s per atom: number of orbitals = 52
full CI, 12 s per atom: total energy = -1.17337 hartree
full CI, 12 s per atom: |Psi(A,B)|^2 = 0.06374 bohr^-6
full CI, 12 s per atom: contact J from full response = 39.78 Hz
full CI, 12 s per atom: ungerade part of J = 2373 Hz
full CI, 12 s per atom: gerade part of J = -2333 Hz
full CI, 12 s per atom: effective dE = 0.747 hartree
full CI, 14 s per atom: number of orbitals = 56
full CI, 14 s per atom: total energy = -1.17337 hartree
full CI, 14 s per atom: |Psi(A,B)|^2 = 0.06425 bohr^-6
full CI, 14 s per atom: contact J from full response = 40.09 Hz
full CI, 14 s per atom: ungerade part of J = 6898 Hz
full CI, 14 s per atom: gerade part of J = -6858 Hz
full CI, 14 s per atom: effective dE = 0.747 hartree
reference effective dE = 20.3 eV
reference |Psi(A,B)|^2 with J = 43 Hz: needed dE = 0.697 hartree
lowest vertical triplet energy = 0.390 hartree = 10.6 eV
lowest triplet contribution to J = 29.8 Hz
vertical ionization energy = 0.604 hartree
finite-field J / response J, small basis = 1.000001
all tests passed
```
